\section*{Disentangled Wannier bands on the coarse grid: frozen energies and Ritz values}

\section{Two energies that behave differently}

A chain with four orbitals per site has been reduced to two Wannier functions per cell by Souza--Marzari--Vanderbilt disentanglement on a grid of 16 wavevectors. At $k=0$ the second interpolated energy is $0.3778$ eV, and so is the second input energy. At the zone boundary, also a grid point, the second interpolated energy is $3.6244$ eV, while the nearest input energies are $2.2641$ and $3.7216$ eV. Interpolation between grid points cannot be blamed, since both values are taken on the grid. What decides whether an input energy survives?

The lattice constant is $a=1$, and all orbitals of a site share its position. With on-site energies $E$ and hopping matrix $T$ to the next cell, the Bloch Hamiltonian is
\begin{equation}
H(k)=E+Te^{ik}+T^{\mathsf T}e^{-ik}.
\end{equation}
The parameters, in eV, are $E=\mathrm{diag}(-1.5,\,2,\,5,\,8)$ and
\begin{equation}
T=\begin{pmatrix}-0.30&0.15&0&0\\-0.10&-0.80&0.25&0.10\\0&0.15&1.30&0.20\\0&0&0.10&-0.50\end{pmatrix}.
\end{equation}
They are round model values and describe no particular material.

\section{The simplest case: one vector, two levels}

Near the zone boundary the second and third input states consist mainly of the second and third orbitals. Keep these two orbitals and set $k=\pi$, so that $e^{\pm ik}=-1$. The diagonal elements are $2+2(0.80)=3.6$ and $5-2(1.30)=2.4$ eV, and the off-diagonal element is $-(0.25+0.15)=-0.4$ eV. The eigenvalues are
\begin{equation}
3.0\pm\sqrt{0.6^2+0.4^2}=3.0\pm0.721\ \text{eV},
\end{equation}
that is, $2.279$ and $3.721$ eV, close to the two input energies of the full model.

Suppose that one Wannier function is to describe this pair and that the second orbital is selected for it. The reduced Hamiltonian is then a single number, the expectation value $3.6$ eV. It is no eigenvalue, because the orbital is a mixture of both eigenstates.

For any normalized $v=\sum_m c_m\phi_m$, with $H\phi_m=\varepsilon_m\phi_m$ and weights $p_m=|c_m|^2$, orthonormality gives
\begin{equation}
\theta=v^\dagger Hv=\sum_{mn}c_m^*c_n\varepsilon_n\,\phi_m^\dagger\phi_n=\sum_m p_m\varepsilon_m .
\label{mean}
\end{equation}
The residual vector is $Hv-\theta v=\sum_m c_m(\varepsilon_m-\theta)\phi_m$, so
\begin{equation}
r^2=\|Hv-\theta v\|^2=\sum_m p_m(\varepsilon_m-\theta)^2 .
\label{var}
\end{equation}
Thus $\theta$ is the mean of the input energies and $r^2$ their variance. The residual vanishes if and only if all weight sits at one energy, which means that $v$ is an eigenvector. Moreover, some $\varepsilon_m$ lies within $r$ of $\theta$: if every $|\varepsilon_m-\theta|$ exceeded $r$, the right side of (\ref{var}) would exceed $r^2$, because the weights sum to one.

\paragraph{A limit that separates energy from state.}
Take levels $2,3,4$ eV and $v=(1,0,1)/\sqrt2$. Then $\theta=(2+4)/2=3$ eV, which is an input energy, but $r=\sqrt{(1+1)/2}=1$ eV. The energies coincide although $v$ contains nothing of the state at 3 eV. Equality of energies therefore does not prove that a state has been retained, and a claim that equality can never occur outside the frozen window would be false.

\section{Several Wannier functions, with frozen states}

At a grid point let the outer energy window contain $N$ orthonormal eigenstates, the columns of $C$, so that $HC=C\mathcal E$ with $\mathcal E$ diagonal. Of these, $M$ lie in the frozen window. Disentanglement selects a $J$-dimensional subspace $S$ of their span that contains all frozen states, which requires $M\le J\le N$. The columns of $W$ are an orthonormal basis of $S$.

Put the frozen states first in $C=(C_f,C_n)$. The part of $S$ orthogonal to the frozen states lies in the span of $C_n$. It therefore has an orthonormal basis $C_nV$, where $V$ has $N-M$ rows, $J-M$ columns and $V^\dagger V=1$. In the basis $W=(C_f,C_nV)$,
\begin{equation}
W^\dagger HW=
\begin{pmatrix}
C_f^\dagger HC_f & C_f^\dagger HC_nV\\
V^\dagger C_n^\dagger HC_f & V^\dagger C_n^\dagger HC_nV
\end{pmatrix}
=
\begin{pmatrix}
\mathcal E_f&0\\0&V^\dagger\mathcal E_nV
\end{pmatrix}.
\label{block}
\end{equation}
The off-diagonal blocks vanish because $HC_n=C_n\mathcal E_n$ and $C_f^\dagger C_n=0$. Every frozen energy is an eigenvalue of the reduced matrix. The other $J-M$ eigenvalues belong to $V^\dagger\mathcal E_nV$. They are Ritz values: eigenvalues of $H$ compressed to a subspace.

Any other orthonormal basis of $S$ is $WU$ with $U$ unitary. It gives $U^\dagger(W^\dagger HW)U$, which has the same eigenvalues. The energies at this grid point depend on the subspace and not on the gauge chosen inside it.

Two limits check (\ref{block}). If $J=M$, the second block is absent and all interpolated energies are frozen ones. If $J=N$, $V$ is square and unitary, so $V^\dagger\mathcal E_nV$ has the eigenvalues of $\mathcal E_n$: every window energy is reproduced, frozen or not. The same happens for the retained energies whenever $S$ is invariant under $H$, since $S$ is then spanned by eigenvectors.

\section{How far can the other values move?}

Write $e_1\le\dots\le e_n$ for the $n=N-M$ non-frozen window energies and $\theta_1\le\dots\le\theta_s$ for the $s=J-M$ eigenvalues of $V^\dagger\mathcal E_nV$. The tool is the min-max principle for a Hermitian $n\times n$ matrix $A$ with ascending eigenvalues $\lambda_j$:
\begin{equation}
\lambda_j=\min_{\dim L=j}\ \max_{x\in L,\ \|x\|=1}x^\dagger Ax .
\label{minmax}
\end{equation}
To prove it, let $L$ have dimension $j$. The eigenvectors number $j$ to $n$ span a space of dimension $n-j+1$. The two dimensions add up to $n+1$, so the spaces share a unit vector $x$. Being a combination of eigenvectors with eigenvalues at least $\lambda_j$, it has $x^\dagger Ax\ge\lambda_j$. Hence the maximum over any $L$ is at least $\lambda_j$, and it equals $\lambda_j$ when $L$ is spanned by the first $j$ eigenvectors.

Apply (\ref{minmax}) to $V^\dagger\mathcal E_nV$. Its trial spaces $L$ contain vectors $y$ of length $s$, and $y^\dagger V^\dagger\mathcal E_nVy=x^\dagger\mathcal E_nx$ with $x=Vy$. Because $V$ preserves norms, $VL$ is a $j$-dimensional trial space for $\mathcal E_n$. The minimum for $\theta_j$ thus runs over a restricted set of the spaces allowed for $e_j$, and a restricted minimum cannot be lower:
\begin{equation}
\theta_j\ge e_j .
\end{equation}
For the upper bound use $-\mathcal E_n$. Its $i$-th ascending eigenvalue is $-e_{n+1-i}$, and that of its compression is $-\theta_{s+1-i}$. The lower bound just proved reads $-\theta_{s+1-i}\ge-e_{n+1-i}$. Set $j=s+1-i$, so that $n+1-i=j+n-s$, and note that $n-s=N-J$. Together,
\begin{equation}
e_j\le\theta_j\le e_{j+N-J},\qquad j=1,\dots,J-M .
\label{cauchy}
\end{equation}
This is Cauchy interlacing in the non-frozen block. Selecting the lowest non-frozen states attains all lower bounds, and selecting the highest attains all upper ones. For $N=J$ the bounds close and force equality, as found above. The indices count states inside the outer window; states excluded from it do not enter.

The inequalities were tested on 300 random subspaces with $N=7$, $M=2$, $J=4$ and the frozen states third and fourth in energy. Each frozen energy was found in the compressed spectrum, and the remaining two values obeyed $e_j\le\theta_j\le e_{j+3}$.

\paragraph{Where the frozen window lies.}
If all non-frozen window states lie above the frozen window, (\ref{cauchy}) gives $\theta_j\ge e_1$, which is above it too. The interpolated energies inside the frozen window are then the input energies and no others. If all lie below, the upper bound $\theta_j\le e_n$ gives the same conclusion.

With non-frozen states on both sides this protection is lost. Take levels $-3,1,4$ eV, a frozen window from 0 to 2 eV, and $J=2$. The state at 1 eV is frozen. Let the second vector be an equal mixture of the other two. Its Ritz value is $(-3+4)/2=0.5$ eV, an extra energy inside the frozen window. The frozen energy is still reproduced, but the interpolated spectrum in the window is no longer the input spectrum. The constraints on $S$ permit this; whether a given disentanglement produces it depends on the subspace selected.

\section{From the reduced matrix to the interpolated band}

It remains to show that interpolation returns the reduced matrix at a grid point. Let $|\psi^W_{nk}\rangle$ be the Bloch states formed from the columns of $W(k)$, normalized on a ring of $N_k$ cells, and define
\begin{equation}
|Rn\rangle=\frac1{\sqrt{N_k}}\sum_k e^{-ikR}|\psi^W_{nk}\rangle .
\end{equation}
$H$ does not couple different $k$, so the double sum in its matrix element reduces to a single one:
\begin{equation}
H_{mn}(R)=\langle0m|H|Rn\rangle=\frac1{N_k}\sum_k e^{-ikR}\,[W^\dagger(k)H(k)W(k)]_{mn}.
\end{equation}
Interpolation evaluates $\sum_R e^{iqR}H(R)$ at any desired $q$. Inserting $H(R)$ gives
\begin{equation}
\sum_R e^{iqR}H(R)=\sum_k W^\dagger(k)H(k)W(k)\,\frac1{N_k}\sum_R e^{i(q-k)R}.
\end{equation}
Let $q$ be a grid point and $R$ run over $N_k$ consecutive integers. For $k=q$ the last factor is 1. Otherwise $q-k=2\pi l/N_k$ with $l$ not a multiple of $N_k$, and the geometric sum is proportional to
\begin{equation}
\frac{1-e^{2\pi il}}{1-e^{2\pi il/N_k}}=0 .
\end{equation}
Hence the result is $W^\dagger(q)H(q)W(q)$. For $N_k=16$ one may use $R=-8,\dots,8$ with weight $\tfrac12$ at both ends: $R=8$ and $R=-8$ differ by 16, so their phases agree at grid points, their $H(R)$ are equal, and together they count once.

The identity needs the complete set of $R$. Keeping only $|R|\le3$ produces an error of up to $2.5\times10^{-4}$ eV in the frozen energies on the grid when $W(k)$ is the smooth basis aligned with the first two orbitals. This error depends on the gauge: with an independent random unitary rotation at each grid point, the same truncation gives errors of order 1 eV. With the complete set the largest frozen error is $1.1\times10^{-14}$ eV, which is rounding. In this test $H(R)$ was computed from explicit Wannier functions on the 16-cell ring.

\section{Selecting the subspace in the chain}

The frozen window extends up to $1.5$ eV and the outer window up to $8.2$ eV; neither excludes states from below. The remaining freedom is used to make $S(k)$ vary slowly with $k$. With $P_k=W(k)W^\dagger(k)$, neighbours $b=\pm2\pi/N_k$ and $w_b=1/(2b^2)$, the gauge-invariant spread in its finite-difference form is
\begin{equation}
\Omega_I=\frac1{N_k}\sum_k\sum_b w_b\left[J-\mathrm{Tr}\,P_kP_{k+b}\right].
\end{equation}
Fix all projectors except $P_k$. Each neighbouring pair occurs twice, once from either end, so the part that depends on $P_k$ is
\begin{equation}
-\frac2{N_k}\mathrm{Tr}\,P_kZ_k,\qquad Z_k=\sum_bw_bP_{k+b}.
\end{equation}
Since $P_k=C_fC_f^\dagger+C_nVV^\dagger C_n^\dagger$, the adjustable term to be maximized is $\mathrm{Tr}\,V^\dagger(C_n^\dagger Z_kC_n)V$. The upper interlacing bound, now applied to $C_n^\dagger Z_kC_n$, shows that this trace is at most the sum of the largest $J-M$ eigenvalues. Their eigenvectors attain it. Updating one $k$ after another in this way cannot raise $\Omega_I$.

Here the starting subspace took, at each $k$, the non-frozen combination with the largest projection on the first two orbitals. From there $\Omega_I$ fell from $0.00206$ to $0.00058\,a^2$ in 91 sweeps, stopping when a sweep changed it by less than $10^{-12}\,a^2$. The result is self-consistent to the convergence threshold; it has not been shown to be the global minimum. The energy statements do not need that, because (\ref{block}) and (\ref{cauchy}) hold for every admissible subspace. Energies enter the criterion only through the two windows, and it does not require the vectors selected from the non-frozen states to be eigenvectors.

\section{Reading the bands}

For the grid points from $k=0$ to $0.1875$, in units of $2\pi/a$, two states are frozen and both bands agree with the input. From $0.25$ to the boundary only the lowest state is frozen. Selected second energies, in eV, are:
\begin{center}
\begin{tabular}{ccccc}
$k$ & $N$ & $\varepsilon_2$ & $\varepsilon_3$ & second interpolated\\
0.1875 & 4 & 1.3965 & 5.9879 & 1.3965\\
0.2500 & 4 & 2.0128 & 5.0000 & 2.0171\\
0.3750 & 3 & 2.8501 & 3.4401 & 3.1553\\
0.5000 & 3 & 2.2641 & 3.7216 & 3.6244
\end{tabular}
\end{center}
With $M=1$ and $J=2$ there is one Ritz value. Its bounds are $\varepsilon_2$ and $\varepsilon_N$. At $k=0.25$ they are $2.0128$ and $8.0050$ eV, yet the value lies $0.0043$ eV above the lower one. The bounds state what is possible, not how large the shift will be.

At the boundary the Ritz vector has weights $0.06668$ and $0.93332$ on the second and third input states. Equation (\ref{mean}) gives
\begin{equation}
0.06668(2.2641)+0.93332(3.7216)=3.6244\ \text{eV},
\end{equation}
the value that needed explaining. For two levels, (\ref{var}) becomes $r=\sqrt{p_2p_3}\,(\varepsilon_3-\varepsilon_2)$, because the distances from the mean are $p_3(\varepsilon_3-\varepsilon_2)$ and $p_2(\varepsilon_3-\varepsilon_2)$ and $p_2+p_3=1$. Numerically,
\begin{equation}
r=\sqrt{0.06668\times0.93332}\;(1.4575)=0.364\ \text{eV}.
\end{equation}
The nearest input energy is $0.097$ eV away, within this radius as required.

The interpolated band passes from near $\varepsilon_2$ to near $\varepsilon_3$. The diagonal energy of the second orbital, $2-1.6\cos k$, does the same: it is $2.00$, $3.13$ and $3.60$ eV at the last three points of the table, within $0.03$ eV of the Ritz values. This suggests that the selected state keeps mainly the character of that orbital through the crossing with the third. The energies alone do not prove it, as the accidental case showed.

How large the discrepancy is depends on what it is measured against. Relative to the second input band it reaches $3.6244-2.2641=1.360$ eV at the boundary. Relative to the nearest input energy, the largest value on the grid is $0.285$ eV, at $k=0.375$.

\section{Leaving the grid}

Between grid points the Fourier identity no longer applies, and the frozen energies lose their protection as well. At the midpoints, compared with direct diagonalization of $H(k)$, their largest error is $7.7\times10^{-5}$ eV when the basis of $S(k)$ is aligned with the first two orbitals. The midpoints are not the worst case: near $k=0.198$, in units of $2\pi/a$, where the second band reaches the top of the frozen window, the error in this gauge is $1.7\times10^{-4}$ eV. If the basis is instead rotated by an independent random unitary matrix at each grid point, the grid energies change by no more than $1.9\times10^{-14}$ eV, but the midpoint error grows to $1.16$ eV for the random matrices drawn here. The Fourier sum still passes through the correct matrices at the grid points; these matrices now vary irregularly from one point to the next, and the sum follows that variation in between.

Agreement on the coarse grid is therefore no measure of interpolation quality. With the complete set of $R$, it is guaranteed for frozen states by (\ref{block}) even in a useless gauge. For non-frozen states a disagreement on the grid then reflects the selected subspace, and no change of gauge removes it. To reproduce more of the input there, one can extend the frozen window, as long as $M\le J$ at every grid point, or increase $J$ and freeze the additional states. Freezing more states can leave less freedom to make $S(k)$ vary smoothly, so the errors between grid points should then be checked again.

\section*{Table of computed values}
\begin{verbatim}
Grid points, orbitals per cell, Wannier functions J: 16 4 2
Frozen top, outer top (eV): 1.5 8.2
On-site energies (eV): [-1.5  2.   5.   8. ]
Hopping matrix to next cell, row 1 (eV): [-0.3   0.15  0.    0.  ]
Hopping matrix to next cell, row 2 (eV): [-0.1  -0.8   0.25  0.1 ]
Hopping matrix to next cell, row 3 (eV): [0.   0.15 1.3  0.2 ]
Hopping matrix to next cell, row 4 (eV): [ 0.   0.   0.1 -0.5]
Invariant spread, start and end (a^2): 0.002061 0.000584
Sweeps to convergence: 91
k in 2pi/a | N M | input e1 e2 e3 e4 | interpolated t1 t2 (eV)
0.0000 | 4 2 |  -2.1010   0.3778   6.8763   7.7469 |  -2.1010   0.3778
0.0625 | 4 2 |  -2.0587   0.5051   6.9168   7.5825 |  -2.0587   0.5051
0.1250 | 4 2 |  -1.9359   0.8648   6.7560   7.3908 |  -1.9359   0.8648
0.1875 | 4 2 |  -1.7468   1.3965   5.9879   7.6327 |  -1.7468   1.3965
0.2500 | 4 1 |  -1.5178   2.0128   5.0000   8.0050 |  -1.5178   2.0171
0.3125 | 3 1 |  -1.2842   2.6010   4.0237   8.3892 |  -1.2842   2.6342
0.3750 | 3 1 |  -1.0835   2.8501   3.4401   8.7175 |  -1.0835   3.1553
0.4375 | 3 1 |  -0.9482   2.4489   3.6162   8.9375 |  -0.9482   3.5026
0.5000 | 3 1 |  -0.9006   2.2641   3.7216   9.0148 |  -0.9006   3.6244
Largest frozen error on grid (eV): 1.1e-14
Largest distance of outside value to input (eV): 0.2849
Zone boundary, upper Ritz state, weights on e1..e4: 0.00000 0.06668 0.93332 0.00000
Zone boundary, its residual norm (eV): 0.3636
Grid energy change under random gauge (eV): 1.9e-14
Frozen error at midpoints, smooth gauge (eV): 7.744e-05
Frozen error at midpoints, random gauge (eV): 1.161e+00
Frozen grid error with |R| <= 3 only (eV): 2.471e-04
Random interlacing trials, N M J: 300 7 2 4
Intruder case, input energies (eV): [-3.  1.  4.] window: (0.0, 2.0)
Intruder case, Ritz values (eV): [0.5 1. ]
Accidental case, input energies (eV): [2. 3. 4.]
Accidental case, Ritz value, residual (eV): 3.0000 1.0000
\end{verbatim}
